# Thermionic emission from a two-dimensional channel over a lateral barrier

**Q:** For a bulk emitter the saturation current is \(T^2\) times a Boltzmann factor. You say that a two-dimensional channel needs another power of \(T\). The carriers still climb a barrier in one direction, so why should the sheet care?

**A:** The climb fixes the Boltzmann factor, but the prefactor counts states, including those of motion along the barrier. Let us count them. The channel lies in the \(xy\) plane and the barrier depends on \(x\) alone, so \(k_y\) is conserved. The band is parabolic,

\[
E=E_c+\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},
\]

with spin-valley degeneracy \(g\). I measure energies from the Fermi level of the contact. The barrier top is at \(\Phi\), and \(\psi=\Phi-E_c\) is its height above the channel edge. For holes, energies are counted downwards from the valence edge; currents are per width and count as positive when carriers leave the channel.

Each state carries \(q v_x\), and there are \(g\,dk_xdk_y/(2\pi)^2\) states per area. The one-way current is

\[
J_0=\frac{qg}{4\pi^2}\int_{k_b}^{\infty}dk_x\int_{-\infty}^{\infty}dk_y\,v_x f(E),\qquad \frac{\hbar^2k_b^2}{2m_x}=\psi .
\]

**Q:** Why does the threshold involve \(k_x\) alone? A carrier with a large \(k_y\) has plenty of energy.

**A:** It cannot spend it on the climb. The force points along \(x\), so \(\hbar^2k_y^2/2m_y\) stays constant if \(m_y\) is the same everywhere. I also assume ballistic motion over the top, with transmission 0 below it and 1 above it. Those are assumptions to be examined later.

**Q:** Then do the integral, and show me where each factor of temperature enters.

**A:** Take \(\Phi\gg kT\), so that \(f\approx e^{-E/kT}\) for every state that crosses. With \(E_x=E_c+\hbar^2k_x^2/2m_x\), the velocity is \(v_x=\hbar k_x/m_x\), and

\[
v_x\,dk_x=\frac{\hbar k_x\,dk_x}{m_x}=\frac{dE_x}{\hbar}.
\]

The longitudinal mass has cancelled. The two integrals separate:

\[
\int_\Phi^\infty\frac{dE_x}{\hbar}e^{-E_x/kT}=\frac{kT}{\hbar}e^{-\Phi/kT},
\]
\[
\int_{-\infty}^{\infty}dk_y\,e^{-\hbar^2k_y^2/2m_ykT}=\frac{\sqrt{2\pi m_ykT}}{\hbar}.
\]

The first supplies one power of \(T\), the second half a power. Their product is

\[
J_0=A\,T^{3/2}e^{-\Phi/kT},\qquad
A=\frac{qg\sqrt{2\pi m_y}\,k^{3/2}}{4\pi^2\hbar^2}.
\]

Since \(4\pi^2\hbar^2=h^2\), the case \(g=2\) gives \(A=q\sqrt{8\pi m_yk^3}/h^2\). A bulk emitter has a second transverse direction, hence another Gaussian and another \(\sqrt T\), which restores \(T^2\). Direct numerical integration over the states, with the Boltzmann factor divided out, gives powers of 1.5000 for the sheet and 2.0000 for the bulk.

**Q:** It seems odd that the mass along the current should vanish.

**A:** A heavier longitudinal mass makes carriers slower but packs more states into each energy interval, and the two effects cancel. A test with \(m_x=0.3\,m_0\) and \(m_y=0.6\,m_0\) gives a current 1.2247 times that of an isotropic mass of \(0.40\,m_0\) at the same \(\Phi\) and \(T\). The formula predicts \(\sqrt{0.6/0.4}=1.2247\).

**Q:** You replaced the Fermi function by an exponential. What if the barrier is low?

**A:** For \(\Phi>0\) every crossing state has \(E>0\), so we can expand

\[
f=\frac{1}{e^{E/kT}+1}=\sum_{j=1}^{\infty}(-1)^{j+1}e^{-jE/kT}.
\]

Term \(j\) is the previous integral with \(kT\) replaced by \(kT/j\), which gives \(j^{-3/2}e^{-j\Phi/kT}\). Therefore

\[
J_0=A T^{3/2}\sum_{j=1}^{\infty}\frac{(-1)^{j+1}e^{-j\Phi/kT}}{j^{3/2}}
=-A T^{3/2}\,\mathrm{Li}_{3/2}\!\left(-e^{-\Phi/kT}\right).
\]

The relative correction starts at \(-e^{-\Phi/kT}/2^{3/2}\). For a top below the Fermi level the series no longer converges, but the polylogarithm continues it. With the top \(kT\) below the Fermi level, both the function and the direct sum over states give 1.57564. The pure power \(T^{3/2}\) multiplying a Boltzmann factor is then lost.

**Q:** All this concerns carriers leaving the channel. In reverse bias the saturation current comes from the contact, which may be a metal with another mass and three dimensions. Why is its prefactor not \(T^2\)?

**A:** Because equilibrium fixes it. At zero bias the two one-way currents must cancel, so the contact sends \(J_0\) into the channel. One can also see this by counting at the top. At energy \(\varepsilon\) above it, states with \(|k_y|<k(\varepsilon)\) can pass, where \(k=\sqrt{2m\varepsilon}/\hbar\) for an isotropic mass \(m\). Using \(v_xdk_x=d\varepsilon/\hbar\) at fixed \(k_y\),

\[
J_0=\frac{qg}{4\pi^2\hbar}\int_0^\infty d\varepsilon\,2k(\varepsilon)\,f
=\frac{qg}{2\pi^2\hbar}\int_0^\infty d\varepsilon\,k(\varepsilon)\,f .
\]

In the Boltzmann limit \(\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/kT}d\varepsilon=\tfrac{\sqrt\pi}{2}(kT)^{3/2}\), and the same \(J_0\) follows. The metal must supply states at these \(k_y\) and couple to them without reflection. If it does not, the transmission is below one, in both directions alike.

**Q:** And with a voltage applied?

**A:** Let forward bias \(V\) raise the channel energies, including its Fermi level, by \(qV\), while the top stays at \(\Phi\) above the contact Fermi level. The top is then \(\Phi-qV\) above the channel Fermi level. The channel current becomes \(J_0e^{qV/kT}\), the contact current remains \(J_0\), and

\[
J=J_0\left(e^{qV/kT}-1\right).
\]

This needs \(qV<\psi\), so that a barrier remains, and \(\Phi-qV\gg kT\). In reverse, with \(|qV|\gg kT\), the current tends to \(-J_0\): that is the saturation current. If the field pulls the top down, \(\Phi\) varies with \(V\) and the current does not level off.

**Q:** I can write the same current as density times velocity. A thermal velocity goes as \(\sqrt T\). Where is your \(T^{3/2}\) now?

**A:** The missing power sits in the density. For an isotropic mass the density of states is \(gm/2\pi\hbar^2\), so in the dilute limit

\[
n=\frac{gm}{2\pi\hbar^2}\int_{E_c}^{\infty}e^{-E/kT}dE=\frac{gmkT}{2\pi\hbar^2}e^{-E_c/kT}.
\]

Dividing the current by \(qn\) and using \(\Phi-E_c=\psi\),

\[
\frac{J_0}{qn}=\frac{\sqrt{2\pi m}(kT)^{3/2}}{4\pi^2\hbar^2}\,\frac{2\pi\hbar^2}{mkT}\,e^{-\psi/kT}
=v_R\,e^{-\psi/kT},\qquad v_R=\sqrt{\frac{kT}{2\pi m}} .
\]

If \(n\) and \(\psi\) are held fixed, the prefactor goes as \(T^{1/2}\). If \(\Phi\) is held fixed, it goes as \(T^{3/2}\). The exponent has a meaning once one says what is held fixed, and the Fermi level of the contact is the natural reference for a saturation current.

**Q:** Let me see numbers for an actual material.

**A:** Take holes in monolayer WSe2 with rough typical parameters: \(m=0.40\,m_0\), \(g=2\) (two valleys with one spin each), \(\Phi=0.30\) eV and \(E_c=0.10\) eV, so \(\psi=0.20\) eV. At 300 K, \(kT=0.02585\) eV and \(\Phi/kT=11.605\). The constant is \(A=0.05665\) µA/µm/K\(^{3/2}\), and

\[
J_0=(294.4\ \text{µA/µm})\times(9.125\times10^{-6})=2.69\ \text{nA/µm}.
\]

The sum over channel states and the mode count at the top both give 2.6861 nA/µm, as does the formula. At \(V=+0.05\) V the net current is \(5.92J_0\), and at \(-0.10\) V it is \(-0.979J_0\), already close to saturation in this fixed-barrier model.

The density form can be checked by hand. With \(n=8.93\times10^{10}\) cm\(^{-2}\) and \(v_R=4.25\times10^6\) cm/s, it falls short of the direct current by about 1%. The reason is the channel's slight degeneracy: integrating the Fermi function gives \(n\propto\ln(1+x)\approx x-x^2/2\) with \(x=e^{-E_c/kT}=0.021\), so \(n\) lies below its dilute value by \(x/2\), or 1.04%. The states above the top remain dilute.

**Q:** Could an experiment tell \(T^{3/2}\) from \(T^2\)? The exponential must swamp both.

**A:** It nearly does. From 250 to 400 K, at fixed \(\Phi\), the current rises from 0.201 to 75.2 nA/µm, a factor of 375, whereas the disputed factor \(\sqrt T\) changes by 1.26. A wrong power mostly shifts the barrier that one extracts. Divide by \(T^p\) and take the logarithm:

\[
\ln\frac{J_0}{T^p}=\ln A+\left(\tfrac32-p\right)\ln T-\frac{\Phi}{kT}.
\]

Because \(d\ln T/d(1/T)=-T\), minus \(k\) times the slope against \(1/T\) is

\[
\Phi_{\rm app}=\Phi+\left(\tfrac32-p\right)kT .
\]

For \(p=2\) the apparent barrier is too low by \(kT/2\). At 300 K this gives 0.287 eV instead of 0.300 eV. A straight-line fit to the integrated currents over 250–400 K returns 0.3000 eV with \(p=3/2\) and 0.2865 eV with \(p=2\).

**Q:** So a good fit with \(p=3/2\) at least gives the true barrier and the true \(A\)?

**A:** Not if the barrier moves with temperature. Suppose \(\Phi=\Phi_0-aT\). Then

\[
e^{-\Phi/kT}=e^{a/k}\,e^{-\Phi_0/kT}.
\]

The plot is as straight as before, but it returns \(\Phi_0\), and its intercept gives \(Ae^{a/k}\). With \(a=0.10\) meV/K and \(\Phi=0.30\) eV at 300 K, the fit gives 0.330 eV and a constant 3.19 times too large. A measured prefactor is therefore a weak test of the mass or the degeneracy unless the drift of the barrier is known. Charge in interface states can cause such a drift, since its occupation may change with temperature and shift the top.

**Q:** Now your sharp transmission step. Carriers tunnel below the top and are reflected above it.

**A:** For a rounded top the two nearly compensate if the temperature is high enough. Near its maximum write \(V(x)=\Phi-\tfrac12m\omega^2x^2\), and let \(\varepsilon\) be the longitudinal energy relative to the top. With \(\xi=x\sqrt{m\omega/\hbar}\) and \(e=\varepsilon/\hbar\omega\), the wave equation is \(u''+(\xi^2+2e)u=0\). Far to the right the transmitted wave is \(t\,\xi^{ie-1/2}e^{i\xi^2/2}\). Following it through the upper half of the complex plane to \(\xi=e^{i\pi}|\xi|\) gives the outgoing wave on the left, which is the reflected one. Its amplitude is

\[
r=t\,(e^{i\pi})^{ie-1/2}=-i\,t\,e^{-\pi e}.
\]

On this path the outgoing term is the larger one wherever the incident wave could enter, so its coefficient is preserved. Flux conservation, \(|r|^2+|t|^2=1\), then gives

\[
|t|^2=\frac{1}{1+e^{-2\pi\varepsilon/\hbar\omega}} .
\]

The correction factor is the thermal average divided by its classical value \(kT\). Put \(s=e^{2\pi\varepsilon/\hbar\omega}\) and \(b=\hbar\omega/2\pi kT\), so that \(d\varepsilon/kT=b\,ds/s\) and \(e^{-\varepsilon/kT}=s^{-b}\):

\[
Q=\int_{-\infty}^{\infty}\frac{d\varepsilon}{kT}\frac{e^{-\varepsilon/kT}}{1+e^{-2\pi\varepsilon/\hbar\omega}}
=b\int_0^\infty\frac{s^{-b}}{1+s}ds=\frac{\pi b}{\sin\pi b}.
\]

With \(\theta=\pi b=\hbar\omega/2kT\), this is \(Q=\theta/\sin\theta\), valid for \(\theta<\pi\). At high temperature \(Q\approx1+\theta^2/6\). As \(\theta\) approaches \(\pi\), tunnelling far below the top takes over, and the parabola no longer represents a barrier of finite height.

**Q:** How large is it for WSe2?

**A:** Take \(V-E_c=\psi\,\mathrm{sech}^2(x/\lambda)\) with \(\lambda=10\) nm. Near the top it is \(\psi(1-x^2/\lambda^2)\), so \(\omega=\sqrt{2\psi/m}/\lambda\). This gives \(\hbar\omega\approx28\) meV, \(\theta\approx0.53\) and \(Q=1.049\). A numerical solution of the Schrödinger equation for the full profile gives 1.055. Small as it is, this factor falls as the temperature rises, and it lowers the local power of \(T\) at 300 K from 1.5 to about 1.4. In a harder test, at \(\lambda=40\) nm and 50 K, the formula gives 1.1155 and the numerical solution 1.1175. The small differences come from the non-parabolic part of the profile: doubling \(\lambda\) and halving \(T\) keeps \(\theta\) fixed and halves the difference, from 0.006 to 0.003.

**Q:** A metal edge is not a gentle hill.

**A:** That is the serious objection. Let the potential jump from the channel-edge level up to \(\psi\) at \(x=0\) and then fall as \(\psi e^{-x/\lambda}\), with the same \(\psi\), \(\lambda\) and temperature. The numerical factor is 2.96, and halving the step changes it by 0.004. At an energy \(kT\) below the top this barrier is \(\lambda\ln[\psi/(\psi-kT)]\approx1.4\) nm thick, whereas the smooth one is \(2\lambda\,\mathrm{arcosh}\sqrt{\psi/(\psi-kT)}\approx7.5\) nm thick. Thin barriers favour tunnelling. But this potential has the same level on both sides, whereas the band bottom of a metal lies far below the channel edge, and the mismatch in wave number reflects carriers. With the level on the metal side lowered by 1 eV, at the same mass, the factor is about 1.5; with 5 eV it is about 0.8. The factor itself also depends strongly on temperature: for equal levels it falls from 4.2 at 250 K to 2.0 at 400 K, and in all three cases the local power of \(T\) at 300 K drops from 1.5 to near zero. So for a sharp edge neither \(J_0\) nor its power of \(T\) can be trusted at these parameters.

**Q:** And scattering? A mobility of some hundred cm²/Vs does not sound ballistic.

**A:** Put the top at \(x=0\) and the channel at \(x>0\). The particle flux towards the top, by drift and diffusion with \(D=\mu kT/q\), is

\[
j=D\left(\frac{dn}{dx}+\frac{n}{kT}\frac{dV}{dx}\right)
=De^{-V/kT}\frac{d}{dx}\left(ne^{V/kT}\right).
\]

Multiply by \(e^{V/kT}/D\) and integrate from the top to a point \(X\) in the channel:

\[
n_Xe^{V_X/kT}-n_0e^{V_0/kT}=\frac{j}{D}\int_0^Xe^{V/kT}dx .
\]

At the top, carriers leave with velocity \(v_R\) and the contact returns its equilibrium share, so \(j=v_R(n_0-n_0^{\rm eq})\). Insert \(n_0=n_0^{\rm eq}+j/v_R\) and divide by \(e^{V_0/kT}\):

\[
j\left(\frac1{v_R}+\frac1{v_D}\right)=n_Xe^{-(V_0-V_X)/kT}-n_0^{\rm eq},
\qquad v_D=\frac{D}{\int_0^Xe^{(V-V_0)/kT}dx}.
\]

For a given profile, both directions are therefore reduced by \(1/(1+v_R/v_D)\). With a mobility of 200 cm²/Vs and the smooth barrier at zero bias, the integral up to \(X=50\) nm is 3.47 nm (a larger \(X\) adds the resistance of the flat channel, about 0.4 nm for 1 µm) and \(v_D=1.49\times10^7\) cm/s. The factor is \(1/(1+0.286)=0.78\). Drift-diffusion over a few nanometres is itself rough, so I read this only as a loss of roughly 15 to 30%, larger if the collisions take little energy from the carriers. The reduction depends on \(T\) only through the ratio \(v_R/v_D\). Near a parabolic top the integral goes as \(\sqrt T\), so at constant mobility \(v_D\) goes as \(\sqrt T\), like \(v_R\), and the ratio stays fixed. A mobility that varies with \(T\), or a non-parabolic profile, changes the ratio, and the exponent \(3/2\) is then only approximate.

**Q:** Does the rest of the device matter?

**A:** Differentiating the bias law at \(V=0\) gives a contact resistance

\[
\frac{kT}{qJ_0}=\frac{0.02585\ \text{V}}{2.686\ \text{nA/µm}}\approx9.6\times10^3\ \text{kΩ µm}.
\]

A channel 1 µm long, at the density found above and a mobility of 200 cm²/Vs, adds 3.6% of it. In forward bias the differential contact resistance falls as \(e^{-qV/kT}\), so the channel soon matters more.

The band corrections are smaller. For a two-band dispersion with gap \(E_g\), \(k=\sqrt{2m\varepsilon(1+\varepsilon/E_g)}/\hbar\). The root adds \(\varepsilon/2E_g\) to leading order, and the weight \(\sqrt\varepsilon e^{-\varepsilon/kT}\) has mean energy \(3kT/2\), so the current rises by \(3kT/4E_g\), about 1% for \(E_g=2.0\) eV. A second spin-split band 0.45 eV away has a Boltzmann weight of \(2.8\times10^{-8}\).

**Q:** Would you then predict 2.7 nA/µm for a real WSe2 contact?

**A:** No; I would call it the ballistic value for the stated barrier. The mass is ordinary for these holes, but the mobility of 200 cm²/Vs is an assumption, and disorder can lower it. At 50 cm²/Vs, with the profile fixed, \(v_D\) is four times smaller and the drift-diffusion estimate of the scattering factor drops to about 0.47, with a similar caution about its accuracy. The barrier height depends on the metal and the interface, and matters most: lowering it by 10 meV raises the current by 47%. Image-force lowering must be included in \(\Phi\). For the smooth barrier the largest lateral field at zero bias is 0.15 MV/cm, below the rough MV/cm scale of breakdown, but reverse bias adds to it. A sharp edge could raise the current or lower it, depending on how well the metal states match those of the channel.

A contact may also lie on top of the sheet, so that carriers leave vertically and \(k_y\) need not be conserved. If every state with total energy above \(\Phi\) escapes at a constant rate \(1/\tau\), the current per contact area is

\[
\frac{q}{\tau}\frac{gm}{2\pi\hbar^2}\int_\Phi^\infty e^{-E/kT}dE
=\frac{qgm\,kT}{2\pi\hbar^2\tau}e^{-\Phi/kT}.
\]

Its prefactor is linear in \(T\).

**Q:** So two dimensions alone do not guarantee your exponent.

**A:** They do not. The power \(3/2\) belongs to a parabolic sheet emitting over a lateral barrier with conserved transverse momentum, at fixed \(\Phi\gg kT\), as long as tunnelling and scattering add no temperature dependence of their own. One power comes from the energy of the climb, and half a power from the free motion along the barrier.

## Computed values

```
hole mass: 0.40 m0; degeneracy g: 2
barrier from Fermi level Phi: 0.30 eV
channel edge from Fermi level: 0.10 eV
barrier from channel edge psi: 0.20 eV
temperature: 300 K; kT: 0.02585 eV
Phi/kT: 11.605; exp(-Phi/kT): 9.125e-06
constant A: 0.05665 uA/um/K^1.5
A T^1.5 at 300 K: 294.4 uA/um
J0 from formula: 2.6861 nA/um
J0 from sum over states: 2.6861 nA/um
J0 from mode count: 2.6861 nA/um
J0 at 250 K: 0.2006 nA/um
J0 at 300 K: 2.686 nA/um
J0 at 350 K: 17.76 nA/um
J0 at 400 K: 75.24 nA/um
power of T, 2D: 1.5000; 3D: 2.0000
mass test mx=0.3, my=0.6 m0, J/J0: 1.2247
-Li_3/2(-e) at eta=1: 1.57564
same from sum over states: 1.57564
net current / J0 at V = +0.05 V: 5.9176
net current / J0 at V = -0.02 V: -0.5387
net current / J0 at V = -0.10 V: -0.9791
Richardson fit 250-400 K, T^1.5: 0.3000 eV
Richardson fit 250-400 K, T^2: 0.2865 eV
local T^2 barrier at 300 K: 0.2871 eV; kT/2: 0.0129 eV
barrier drift a: 0.10 meV/K; Phi_0: 0.330 eV
fit with drift: 0.3300 eV; A ratio: 3.191
exp(a/k): 3.191
channel density: 8.934e+10 cm^-2
emission velocity v_R: 4.253e+06 cm/s
degeneracy shift of density form: 1.04 %
barrier decay length: 10 nm
quantum factor, smooth barrier: 1.0550
quantum factor, parabolic top formula: 1.0491
test 40 nm, 50 K: numeric 1.1175, formula 1.1155
quantum factor, sharp edge: 2.962
its shift on halving the step: -4.4e-03
mobility: 200 cm2/Vs
effective layer below the top: 3.47 nm
diffusion velocity v_D: 1.489e+07 cm/s
scattering factor: 0.778; from ODE: 0.778
zero-bias contact resistance: 9622 kOhm mm
channel length: 1 um
channel/contact resistance: 3.63 %
two-band gap: 2.0 eV; nonparabolic shift: 0.96 %
second band at 0.45 eV, share: 2.8e-08
largest lateral field at zero bias: 0.154 MV/cm
gain for 10 meV lower barrier: 47.2 %
```
